# Periodic Growth of a Three-Reactant Deposition Cycle with Incomplete Pulses

**Q.** A cycle doses reactants A, B and C in turn, and none of the pulses finishes its reaction. If they convert fractions $a$, $b$ and $c$, surely the growth is $abc$ of the saturated growth?

**A.** That depends on what becomes of the sites that a pulse misses. Consider a fixed number of growth sites, each in one of three states. A turns state 1 into state 2, B turns 2 into 3, and C turns 3 back into 1. One complete turn adds one unit of film and restores the site.

Let $x_1,x_2,x_3$ be the fractions of sites in the three states, so that $x_1+x_2+x_3=1$. The number $a$ is the fraction of the state-1 sites present at the A pulse that react during it, and not a fraction of all sites. Likewise $b$ refers to state 2 and $c$ to state 3. All three lie between 0 and 1, with 1 allowed and 0 excluded.

Your product describes the first cycle on a surface that starts wholly in state 1. A converts $a$ of the sites, B converts $b$ of those, and C converts $c$ of what B made. The fraction that completes the turn is $abc$. But the missed sites have not vanished. If they keep their state and stay reactive, they get another chance in the next cycle, and later cycles start from a different surface.

**Q.** Then every cycle is different, and there is no single growth per cycle to speak of.

**A.** Suppose for now that the surface settles into a regime in which each cycle begins with the same populations; whether it does needs a proof of its own. I also assume that purges are perfect, that each reactant attacks its own state alone, and that nothing desorbs or dies.

State 2 gains sites from A and loses them to B. If its population repeats, gain equals loss over a cycle. The same holds for state 3, between B and C. All three uptakes per cycle are therefore equal. Call the common value $g$, measured as a fraction of all sites. Complete saturation turns every site once per cycle and has $g=1$, so $g$ is the growth relative to saturation.

Just before its own pulse, each reactive population must be large enough to supply $g$:

$$x_1^{\text{before A}}=\frac{g}{a},\qquad x_2^{\text{before B}}=\frac{g}{b},\qquad x_3^{\text{before C}}=\frac{g}{c}.$$

**Q.** Those should add up to one, so $g=1/(1/a+1/b+1/c)$. With complete pulses that gives one third, which is absurd.

**A.** The three populations belong to three different moments, so they may not be added. Take all of them just before A. State 1 is then $g/a$. State 2 is what B left behind in the previous cycle, $g/b-g$, because C does not touch it. State 3 is what C left behind, $g/c-g$. At this one moment the fractions must sum to one:

$$\frac{g}{a}+\left(\frac{g}{b}-g\right)+\left(\frac{g}{c}-g\right)=1 .$$

Collecting the factor $g$ gives

$$g=\frac{1}{\dfrac1a+\dfrac1b+\dfrac1c-2}.$$

With $a=b=c=1$ this is $1/(3-2)=1$, as it should be. If C saturates, $c=1$ and $g=1/(1/a+1/b-1)$, the result for two incomplete steps. If all three conversions equal a small $a$, then $g=a/(3-2a)\approx a/3$, far above $a^3$: a site waits many cycles at each step, but it does not have to start again after a miss.

**Q.** The $-2$ still looks like bookkeeping. What does it mean for a single site?

**A.** Follow one site from one reaction with A to the next. Let $N_B$ be the number of B pulses it needs, counting the successful one. Each attempt succeeds with probability $b$, so the mean is

$$\langle N_B\rangle=\sum_{n=1}^{\infty}n\,b(1-b)^{n-1}=\frac{b}{[1-(1-b)]^2}=\frac1b .$$

Similarly $\langle N_C\rangle=1/c$ and $\langle N_A\rangle=1/a$.

Let A react in cycle $n$. The first B attempt comes later in that same cycle, so B reacts in cycle $n+N_B-1$. The first C attempt again comes in the same cycle as the B reaction, so C reacts in cycle $n+N_B+N_C-2$. The next A attempt must wait for the following cycle, and A reacts in cycle $n+N_A+N_B+N_C-2$. The mean turn lasts

$$\langle T\rangle=\frac1a+\frac1b+\frac1c-2$$

cycles, and a site makes $1/\langle T\rangle$ turns per cycle in the long run. The $-2$ counts the two handovers, A to B and B to C, that cost no extra cycle.

**Q.** Then the order of the pulses must matter, although your formula is symmetric in $a$, $b$ and $c$.

**A.** It does matter. The symmetry says that exchanging the values of the conversions leaves $g$ unchanged, although the populations and the first cycles do change. Exchanging the pulses themselves is another matter. Dose in the order A, C, B with the same chemistry. The handover from A to B still fits into one cycle. After B, however, C must wait for the next cycle, and after C, so must A. One free handover remains:

$$g_{ACB}=\frac{1}{\dfrac1a+\dfrac1b+\dfrac1c-1}.$$

With complete pulses this is one half. It is then an average: a surface that starts wholly in state 1 takes up A in every second cycle.

**Q.** Back to the order A, B, C. You assumed a periodic regime. Why should the surface reach it?

**A.** Each pulse is linear in the populations, so a whole cycle is a matrix $M$ acting on $(x_1,x_2,x_3)$. It conserves the total, so one of its eigenvalues is 1. The other two decide how a disturbance evolves, since the difference between two surfaces has components that sum to zero.

Their sum $s$ is the trace of $M$ minus 1. The diagonal elements are the probabilities that a site ends a cycle in the state where it began:

- From state 1, either A misses, or all three pulses succeed: $1-a+abc$.
- From state 2, B must miss: $1-b$.
- From state 3, C must miss: $1-c$.

Hence

$$s=2-a-b-c+abc .$$

Their product $p$ is the determinant of $M$, because the third eigenvalue is 1. Each pulse matrix is triangular after a suitable ordering of the states, with determinant $1-a$, $1-b$ or $1-c$, so

$$p=(1-a)(1-b)(1-c),\qquad 0\le p<1 .$$

The two eigenvalues are the roots of $F(\lambda)=\lambda^2-s\lambda+p$. A complex pair has $|\lambda|^2=p<1$ and decays. For real roots, look at $F$ at $\pm1$. Expanding $p$ gives

$$\begin{aligned}
F(1)&=1-(2-a-b-c+abc)\\
&\quad+(1-a-b-c+ab+bc+ca-abc)\\
&=ab+bc+ca-2abc\\
&=ab(1-c)+bc(1-a)+ca>0 .
\end{aligned}$$

At the other end,

$$F(-1)=1+s+p=4-2(a+b+c)+ab+bc+ca .$$

Write $u=1-a$, $v=1-b$, $w=1-c$ for the missed fractions. Then $a+b+c=3-(u+v+w)$ and $ab+bc+ca=3-2(u+v+w)+uv+vw+wu$. The linear terms cancel, and

$$F(-1)=1+uv+vw+wu>0 .$$

Since $F(1)>0$, either none or both of the real roots lie above 1. Since $F(-1)>0$, either none or both lie below $-1$. Two roots on the same outer side would have a product above 1, which contradicts $p<1$. Both therefore lie strictly between $-1$ and 1. Every disturbance dies out, and the periodic surface is unique and independent of the start.

If one conversion were zero, its reactive state would collect all the sites and growth would stop, in agreement with $g\to0$.

**Q.** I would like to see this with a real process. What sets $a$, $b$ and $c$ there?

**A.** Take silica grown from aminopropyltriethoxysilane, water and ozone at 150 °C. In the simplest picture, state 1 is a silanol site. The silane binds to it and leaves state 2, which carries ethoxy groups and an aminopropyl group. Water hydrolyses the ethoxy groups, giving state 3, and ozone burns off the aminopropyl group to restore silanol. Silicon arrives with the silane.

Let $E$ be the exposure of a pulse, pressure times time. For irreversible first-order kinetics with characteristic exposure $E_0$,

$$\frac{dx_1}{dE}=-\frac{x_1}{E_0}\quad\Rightarrow\quad a=1-e^{-E/E_0},$$

and the other two pulses follow the same law. I choose round characteristic exposures of 0.10, 0.20 and 0.30 Torr s for silane, water and ozone, and doses of 0.20, 0.24 and 0.24 Torr s. The exponents are 2, 1.2 and 0.8, so

$$a=0.8647,\qquad b=0.6988,\qquad c=0.5507 .$$

The inverses are 1.1565, 1.4310 and 1.8160. Therefore

$$g=\frac{1}{1.1565+1.4310+1.8160-2}=\frac{1}{2.4035}=0.4161 .$$

With a saturated growth of roughly 0.06 nm per cycle, the periodic growth is about 0.025 nm per cycle. Your product would have given $abc=0.3327$.

Just before the silane pulse, the fractions in states 1, 2 and 3 are 0.4812, 0.1793 and 0.3395. The silane converts 86 % of its reactive sites, but fewer than half of all sites are reactive towards it.

A simulation of 20,000 independent sites, counted over 80 cycles after 40 discarded ones, gave 0.4156. With the same conversions in the order silane, ozone, water, the formula gives 0.2938, and so did the simulation.

**Q.** How long must I wait before I may use the periodic value?

**A.** Here $s=0.2186$ and $p=0.01832$. The eigenvalues are $0.1093\pm0.0798\,i$, with modulus $\sqrt p=0.1353$, so a disturbance shrinks roughly sevenfold per cycle, apart from its oscillation. Starting from pure silanol, the uptakes are:

| Cycle | Silane | Water | Ozone |
|---|---|---|---|
| 1 | 0.8647 | 0.6042 | 0.3327 |
| 2 | 0.4047 | 0.4648 | 0.4055 |
| 3 | 0.4054 | 0.4233 | 0.4153 |
| 4 | 0.4139 | 0.4167 | 0.4161 |

The first silane uptake is about twice the periodic one, and the second falls slightly below it. During the transient the three columns differ, so a growth per cycle has to say which reactant it counts. Counted by silicon, 200 cycles give 5.018 nm, against 4.993 nm for 200 periodic cycles. The excess of 0.025 nm is 0.5 % of the film.

**Q.** Is the periodic growth larger than the product in general, or was that luck?

**A.** It is never smaller. Put $P=1/a$, $Q=1/b$, $R=1/c$, each at least 1. Then

$$\frac{1}{abc}-\frac1g=PQR-P-Q-R+2=(PQ-1)(R-1)+(P-1)(Q-1)\ge0 ,$$

so $g\ge abc$. There is also a ceiling. In

$$\frac1g=\frac1a+\left(\frac1b-1\right)+\left(\frac1c-1\right)$$

both brackets are non-negative, so $g\le a$. By symmetry $g$ cannot exceed the smallest of the three conversions.

Near saturation the two expressions merge. To second order in the missed fractions, $1/a=1+u+u^2$, and so on, which gives

$$\frac1g=1+(u+v+w)+(u^2+v^2+w^2).$$

Inverting to the same order,

$$\begin{aligned}
g&=1-(u+v+w)-(u^2+v^2+w^2)+(u+v+w)^2\\
&=1-(u+v+w)+2(uv+vw+wu).
\end{aligned}$$

The product is $abc=1-(u+v+w)+(uv+vw+wu)$ to this order. The difference is $uv+vw+wu$, of second order. Your product is thus a good estimate for nearly complete pulses and a poor one for the short pulses of this example.

**Q.** Suppose I can lengthen one pulse. Should it be the silane, since that brings the silicon?

**A.** The supply of silicon is limited by the whole turn. Differentiate $1/g$ with respect to $a$, holding $b$ and $c$ fixed:

$$-\frac{1}{g^2}\frac{\partial g}{\partial a}=-\frac{1}{a^2}\quad\Rightarrow\quad\frac{\partial\ln g}{\partial\ln a}=\frac ga .$$

The same holds for $b$ and $c$. The sensitivities here are 0.481 for silane, 0.595 for water and 0.756 for ozone. The least complete step has the greatest influence.

These are sensitivities to conversion, whereas you control exposure. Doubling an exposure replaces the missed fraction $u$ by $u^2$. The new conversion is $1-u^2=a(1+u)$, so the mean turn shortens by

$$\frac1a-\frac{1}{a(1+u)}=\frac{1}{a}\,\frac{u}{1+u}.$$

Both factors grow as $a$ falls, so with first-order kinetics in all steps, doubling the exposure of the least complete step gains most. For ozone the saving is $1.8160\times0.4493/1.4493=0.563$ cycles. The turn falls from 2.4035 to 1.8405 cycles, and $g$ rises to 0.5433. Doubling water instead gives 0.4826, and doubling silane 0.4414. Each comparison holds the other two exposures fixed. It does not weigh the cost of the reactant or the length of the pulse.

**Q.** Your three states are very tidy. Ozone will hardly spare an ethoxy group because your scheme forbids it.

**A.** That is a fair objection, and its effect can be calculated. Let ozone also turn a fraction $e$ of the state-2 sites present at its pulse directly into state 1. Let $U$ be the periodic silicon uptake and $qU$ the state-2 population before the silane pulse. After that pulse, state 2 holds $(1+q)U$. Water leaves a fraction $1-b$ of it, and ozone leaves $1-e$ of the remainder, so

$$q=(1-b)(1-e)(1+q)\quad\Rightarrow\quad q=\frac{(1-b)(1-e)}{1-(1-b)(1-e)} .$$

Water sends $b(1+q)U$ into state 3 per cycle. Ozone must remove the same amount, which leaves $(1/c-1)\,b(1+q)U$ behind. State 1 before the silane pulse is still $U/a$. The sum of the populations gives

$$U=\frac{1}{\dfrac1a+q+b(1+q)\left(\dfrac1c-1\right)} .$$

If the fraction of state 2 that an ozone pulse converts is one tenth of the fraction it converts of state 3, so that $e=c/10=0.055$, silicon uptake rises by 2.2 % relative to $g$. If the two fractions are equal, $e=c$, it rises by 21.9 %, to 0.507. The bypass helps because some sites no longer wait for water. At $e=c$ ozone treats states 2 and 3 alike, water drops out of the count, and $U=1/(1/a+1/c-1)$ in either pulse order. The penalty found earlier for the order silane, ozone, water therefore rests on ozone sparing state 2.

**Q.** And the silane? State 3 has fresh hydroxyl groups, which it should like.

**A.** At the exposures of this example, that is the more serious leak. Let the silane also convert a fraction $f$ of the state-3 sites into state 2. The aminopropyl group that ozone had missed is then buried. Let $U$ again be the total silicon uptake, and let $rU$ be the state-3 population before the silane pulse. A fraction $1-f$ of it survives that pulse, water adds $U$, and ozone leaves $1-c$ of the total:

$$r=(1-c)\,[1+(1-f)r]\quad\Rightarrow\quad r=\frac{1-c}{1-(1-c)(1-f)} .$$

Of the uptake $U$, the part $frU$ comes from state 3, so state 1 supplies $(1-fr)U$ and must hold $(1-fr)U/a$. State 2 holds $U/b-U$, as before. Hence

$$U=\frac{1}{\dfrac{1-fr}{a}+\dfrac1b-1+r} .$$

For $f=a/10$ the uptake rises by 5.7 % relative to $g$, and 6.6 % of the silanes bury an organic group. For $f=a$ the uptake is 0.630, which is 51.4 % above $g$, and 41.4 % of the silanes bury one. At fixed exposures, the extra silicon that a larger $f$ brings therefore comes with a dirtier film. Both leaks feed on sites left over from incomplete pulses: when $c=1$, $r=0$ and this second leak disappears.

**Q.** So how far would you trust the 0.025 nm per cycle?

**A.** As the result of this model at these exposures, not as a prediction for a reactor. The saturated growth of 0.06 nm and a silica density of 2.2 g/cm³ are rough typical values, and together they imply about 1.3 silicon atoms per nm² in a saturated cycle. Fully hydroxylated silica carries roughly 4.6 silanols per nm², so a site of the model cannot simply be each silanol. It is better read as the room taken by one bound silane, and crowding, which the model leaves out, may set the saturation. The characteristic exposures are chosen, not measured. By kinetic theory a site of area $1/n$, with $n$ the site density, receives $1/(n\sqrt{2\pi mk_BT})$ hits per unit exposure from molecules of mass $m$. The chosen values then correspond to reaction probabilities per hit of about $1\times10^{-5}$ for silane and $2\times10^{-6}$ for water and ozone. I cannot vouch for these as properties of the real reactions. The doses are deliberately short; a recipe meant to coat evenly would be dosed much nearer to saturation. Selectivity is another assumption that real chemistry may break. With the silane as reactive towards state 3 as towards silanol, the silicon uptake rises by half, and I do not know the true $f$.

**Q.** You also gave every site the same reactivity. A real surface is not so uniform.

**A.** Let half of the sites react permanently at 1.5 times the mean rate, in all three steps, and the other half at 0.5 times. Each group has its own conversions and its own periodic growth. At the same exposures the average is 0.401, which is 3.7 % below the uniform value. That is small beside the severe cross-reactions, but it depends on each site being fast or slow in all three steps alike. Let the half that is fast towards silane and water be slow towards ozone, and the other half the reverse. The exponents are then 3, 1.8, 0.4 and 1, 0.6, 1.2, the two growths are 0.305 and 0.310, and the average of 0.307 lies 26 % below the uniform value, because every site now has a slow step to wait for.

Other failures change the structure of the argument. If sites die, their number is not conserved and growth need not settle at a non-zero value. If reactants overlap because a purge is too short, a site may pass through several states in one pulse. If bound molecules crowd their neighbours, $a$ depends on the populations and the cycle map is no longer linear. The balance of uptakes would still hold in a periodic regime with selective reactions, but $a$, $b$ and $c$ would have to be found together with the populations.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
temperature = 423.15 K
saturated growth (rough input) = 0.06 nm/cycle
silica density (rough input) = 2.2 g/cm3
growth sites = 1.32 per nm2
A silane: exposure 0.20 Torr s, characteristic 0.10 Torr s
  conversion = 0.8647, inverse = 1.1565
  implied reaction probability = 1.2e-05
B water: exposure 0.24 Torr s, characteristic 0.20 Torr s
  conversion = 0.6988, inverse = 1.4310
  implied reaction probability = 1.6e-06
C ozone: exposure 0.24 Torr s, characteristic 0.30 Torr s
  conversion = 0.5507, inverse = 1.8160
  implied reaction probability = 1.8e-06
mean cycles per full turn of a site = 2.4035
periodic relative growth g = 0.4161
periodic growth = 0.0250 nm/cycle
product abc = 0.3327
periodic fractions before A: 0.4812 0.1793 0.3395
periodic fractions after A: 0.0651 0.5954 0.3395
periodic fractions after B: 0.0651 0.1793 0.7556
periodic fractions after C: 0.4812 0.1793 0.3395
eigenvalue sum s = 0.2186, product p = 0.01832
decaying eigenvalue = 0.1093 +/- 0.0798 i, modulus 0.1353
cycle 1 uptakes A, B, C: 0.8647 0.6042 0.3327
cycle 2 uptakes A, B, C: 0.4047 0.4648 0.4055
cycle 3 uptakes A, B, C: 0.4054 0.4233 0.4153
cycle 4 uptakes A, B, C: 0.4139 0.4167 0.4161
cycle 5 uptakes A, B, C: 0.4158 0.4161 0.4161
film after 200 cycles = 5.018 nm
200 times periodic growth = 4.993 nm
random sites, order A B C: 0.4156
order A C B: formula 0.2938, random sites 0.2938
A silane: sensitivity 0.481, g with doubled exposure 0.4414
B water: sensitivity 0.595, g with doubled exposure 0.4826
C ozone: sensitivity 0.756, g with doubled exposure 0.5433
ozone on ethoxy, e = 0.0551: Si uptake 0.4253, change +2.2 %
ozone on ethoxy, e = 0.5507: Si uptake 0.5070, change +21.9 %
silane on state 3, f = 0.0865: Si uptake 0.4399, change +5.7 %
  silanes burying an organic group = 6.6 %
silane on state 3, f = 0.8647: Si uptake 0.6299, change +51.4 %
  silanes burying an organic group = 41.4 %
fast and slow sites: mean growth 0.4008, change -3.7 %
```
